\section*{Valley-Orbit Symmetry of X-Valley Donors on the Two Zinc-Blende Sublattices, part 1}

(Sections cited here and not found follow in the second part.)

\section{From three standing waves to the two level schemes}

In a model crystal with parameters of the size found in cubic silicon carbide, a donor on a carbon site has a level at $-54.4$ meV and a twofold level at $-46.3$ meV, measured from the conduction-band edge. Put the donor on a silicon site, with the same screening and the same extra attraction of $0.8$ eV on the donor site, and the two levels are replaced by one threefold level at $-47.3$ meV. Spin is not counted in these degeneracies. The energies are for a crystal sphere of radius $6.1$ nm; a larger crystal lowers them by roughly 1 to 2 meV. The band, the valleys and the charge are the same, so the difference must come from the position of the donor within the cell.

\subsection{Three valleys and the simplest Bloch states}

Let $a$ be the cubic lattice constant. The sites of sublattice A form a face-centred cubic lattice, and those of sublattice B are displaced from them by
\begin{equation}
\boldsymbol\tau=\frac a4(1,1,1).
\end{equation}
The conduction minima lie at the X points $\mathbf k_j=(2\pi/a)\hat{\mathbf e}_j$, with $j=x,y,z$. The reciprocal lattice vectors are $(2\pi/a)(h,k,l)$ with $h,k,l$ all even or all odd. Thus $2\mathbf k_z=(2\pi/a)(0,0,2)$ is one of them, and $-\mathbf k_z$ denotes the same Bloch state as $\mathbf k_z$. There are three valleys, not six.

As a first case, let the band state at X consist of one $s$ orbital on each A site. An A site has coordinates $R_j=n_ja/2$ with integer $n_j$, so the Bloch phase is real:
\begin{equation}
e^{i\mathbf k_j\cdot\mathbf R}=e^{i\pi n_j}=(-1)^{n_j}=\cos\frac{2\pi R_j}{a}.
\end{equation}
A shallow donor multiplies this standing wave by a slowly varying envelope $F_j$. With $\Omega=a^3/4$ the volume of the primitive cell, the amplitude on the orbital at $\mathbf R$ is
\begin{equation}
c_j(\mathbf R)=\sqrt\Omega\,F_j(\mathbf R)\cos\frac{2\pi R_j}{a},
\qquad \int F_j^2\,d^3r=1 .
\label{eq:amp}
\end{equation}
The factor $\sqrt\Omega$ makes the sum of $c_j^2$ over sites equal to the integral of $F_j^2$, as long as $F_j$ varies little over a cell.

Now measure position from a B site by writing $\mathbf R=\mathbf r+\boldsymbol\tau$. The same wave becomes
\begin{equation}
\cos\left(\frac{2\pi r_j}{a}+\frac\pi2\right)=-\sin\frac{2\pi r_j}{a}.
\label{eq:sine}
\end{equation}
It is even along its own axis when seen from A, and odd when seen from B.

\subsection{First limit: a contact potential}

Let the central cell be an extra energy $U$ on the orbital of the donor site. For a donor on A the three cosines equal 1 at the donor, and the three envelopes have a common value $F(0)$ there. The matrix of the extra potential is
\begin{equation}
V=v\begin{pmatrix}1&1&1\\1&1&1\\1&1&1\end{pmatrix},
\qquad v=U\Omega F(0)^2 .
\label{eq:contact}
\end{equation}
Acting on $(1,1,1)$ it gives $3v(1,1,1)$. Acting on any vector whose components sum to zero it gives zero. One state moves by $3v$ and two stay where they are.

For a donor on B the band state has no amplitude on the donor orbital, and the matrix vanishes. This agrees with an unsplit triplet, but it is weak evidence, because a zero matrix splits nothing. A potential that reaches the neighbours is a better test.

\subsection{Second limit: a potential on the four neighbours}

A donor on B has four A neighbours. Relative to the donor they lie at $a/4$ times
\begin{equation}
(-1,-1,-1),\quad(-1,1,1),\quad(1,-1,1),\quad(1,1,-1).
\end{equation}
By Eq.~(\ref{eq:sine}) a coordinate $-a/4$ gives the wave the value $+1$, and $+a/4$ gives $-1$. The values of the three waves on the four sites are therefore
\begin{equation}
\begin{aligned}
\mathbf u_1&=(1,1,1), & \mathbf u_2&=(1,-1,-1),\\
\mathbf u_3&=(-1,1,-1), & \mathbf u_4&=(-1,-1,1).
\end{aligned}
\end{equation}
All these sites have $r_x^2=r_y^2=r_z^2$, so the three envelopes have one common value $F_1$ on them. If each neighbour carries the extra energy $w$, the matrix is
\begin{equation}
V_{ij}=w\Omega F_1^2\sum_{m=1}^4 u_{m,i}u_{m,j}.
\end{equation}
For $i=j$ the sum is 4. For $i=x$ and $j=y$ it is $1-1-1+1=0$, and the other two pairs also give zero. Hence
\begin{equation}
V=4w\Omega F_1^2\,\mathbf 1 .
\end{equation}
The triplet moves as a whole and does not split, although the matrix is no longer zero.

The cancellation needs all four neighbours. If only the first carries $w$, then $V_{ij}=w\Omega F_1^2$ for every pair. This is the matrix of Eq.~(\ref{eq:contact}) again, with one state moved by $3w\Omega F_1^2$ and two left alone. What protects the triplet is the tetrahedral symmetry of the donor potential, not merely the node at the donor.

\subsection{A general band state at X}

A real band state contains $p$ and $d$ components and has weight on both sublattices. Its behaviour under rotation is still fixed by a few signs. The symmetry group of either site is $T_d$, whose 24 operations permute the three axes and reverse an even number of them. Those that map the $z$ axis onto itself, with or without reversal, form the subgroup $D_{2d}$ of the $z$ valley.

Assume that the band is nondegenerate at X, without spin. Then the Bloch function $\varphi_z$ is multiplied by a number $\chi_A(R)$ when $R$ in $D_{2d}$ acts about an A site. About a B site the same rotation carries a point $\mathbf r$ to
\begin{equation}
\boldsymbol\tau+R(\mathbf r-\boldsymbol\tau)=R\mathbf r+\mathbf t,
\qquad \mathbf t=\boldsymbol\tau-R\boldsymbol\tau .
\end{equation}
Since $R\boldsymbol\tau$ is again a vector from an A site to one of its B neighbours, $\mathbf t$ is a lattice vector. For example, $R\boldsymbol\tau=(a/4)(1,-1,-1)$ gives $\mathbf t=(a/2)(0,1,1)$. A translation by $\mathbf t$ turns $\varphi_z(\mathbf r)$ into $\varphi_z(\mathbf r-\mathbf t)=e^{-i\mathbf k_z\cdot\mathbf t}\varphi_z(\mathbf r)$. With $\mathbf k_z\cdot R\boldsymbol\tau=(R^{-1}\mathbf k_z)\cdot\boldsymbol\tau$ this gives
\begin{equation}
\chi_B(R)=e^{\,i(R^{-1}\mathbf k_z-\mathbf k_z)\cdot\boldsymbol\tau}\,\chi_A(R).
\label{eq:shift}
\end{equation}
If $R$ keeps $\mathbf k_z$, the exponent is zero. If $R$ reverses it, the exponent is $-2i\mathbf k_z\cdot\boldsymbol\tau=-2i(\pi/2)=-i\pi$, and the factor is $-1$.

Let the band state be invariant about A; this is the symmetry called $X_1$, or $A_1$ of $D_{2d}$. About B it changes sign under the operations that reverse $z$, namely the two fourfold rotation-reflections and the twofold rotations about $x$ and $y$. It keeps its sign under the twofold rotation about $z$ and the two mirrors. These are the signs of the coordinate $z$ itself, and the representation is $B_2$, or $X_3$. A second shift restores the first signs. A state that is $X_3$ about A is thus $X_1$ about B, and the roles of the sites are exchanged. The band decides which sublattice is which.

Equation~(\ref{eq:shift}) was tested on plane-wave states at X. With $G$ in units of $2\pi/a$ and energy in units of $\hbar^2(2\pi/a)^2/2m$, the crystal potential had Fourier components
\begin{equation}
V_{\mathbf G}=-(1+0.6\,e^{-i\mathbf G\cdot\boldsymbol\tau})\,e^{-G^2/8}.
\end{equation}
Five of the lowest eight states were nondegenerate. For each, the signs about the two atoms were opposite under a twofold rotation about $x$ and equal under one about $z$.

\subsection{The valley states as representations}

The envelope $F_z$ solves an effective-mass equation with a screened Coulomb potential and the masses $m_t,m_t,m_l$. Its ground state is nodeless and nondegenerate, and it depends on $x^2+y^2$ and $z^2$. It is therefore unchanged by every operation in $D_{2d}$, and $\psi_z=F_z\varphi_z$ has the signs of $\varphi_z$. Define $\psi_x$ and $\psi_y$ from $\psi_z$ by the threefold rotations about $[111]$ through the donor.

Take any $R$ in $T_d$, with $R\hat{\mathbf e}_z=\sigma\hat{\mathbf e}_j$ and $\sigma=\pm1$. Let $C$ be the threefold rotation, or the identity, that carries $+z$ to $+j$. Then $R_0=C^{-1}R$ belongs to $D_{2d}$ and maps $\hat{\mathbf e}_z$ to $\sigma\hat{\mathbf e}_z$. Consequently
\begin{equation}
R\psi_z=C R_0\psi_z=
\begin{cases}\psi_j&\text{donor on A},\\ \sigma\psi_j&\text{donor on B}.\end{cases}
\end{equation}
The argument applies to $\psi_x$ and $\psi_y$ too, because each is a rotation of $\psi_z$ and the product of that rotation with $R$ is again in $T_d$. If $R_{ij}$ is the ordinary $3\times3$ matrix of the operation, the valley states transform with
\begin{equation}
D^{A}_{ij}(R)=|R_{ij}|,\qquad D^{B}_{ij}(R)=R_{ij}.
\label{eq:reps}
\end{equation}
About A the three states are merely permuted. About B they behave like the coordinates $x,y,z$.

The traces, in the order identity, 8 threefold rotations, 3 twofold rotations, 6 rotation-reflections and 6 mirrors, are
\begin{equation}
\begin{aligned}
\chi^A&=(3,0,3,1,1)=(1,1,1,1,1)+(2,-1,2,0,0),\\
\chi^B&=(3,0,-1,-1,1).
\end{aligned}
\end{equation}
The first line is $A_1+E$. The second is $T_2$, and it is irreducible since the mean square of its characters is $(9+3+6+6)/24=1$. This proves the two level schemes.

\subsection{The valley matrix}

The same result follows from matrix elements. Let $H$ be the full spinless Hamiltonian with the donor. For a donor on B, a twofold rotation about $x$ leaves $\psi_x$ alone and reverses $\psi_y$. Because $H$ is unchanged,
\begin{equation}
\langle\psi_x|H|\psi_y\rangle=-\langle\psi_x|H|\psi_y\rangle=0 ,
\label{eq:rule}
\end{equation}
and the threefold rotations extend this to the other pairs. They also make the three diagonal elements equal. The overlaps vanish for the same reason, so the three energies coincide.

For a donor on A no such sign appears. The states can be chosen real, because $\mathbf k_j$ and $-\mathbf k_j$ are equivalent and the band is nondegenerate. All pairs have the same coupling $v$ and the same overlap $s$, and all diagonal elements equal $d$. In $H\mathbf c=ES\mathbf c$ the vectors $(1,1,1)$ and $(1,-1,0)$ give
\begin{equation}
E(A_1)=\frac{d+2v}{1+2s},\qquad E(E)=\frac{d-v}{1-s}.
\label{eq:levels}
\end{equation}
For negligible overlap the splitting is $3|v|$. An attractive contact term has $v<0$ and puts $A_1$ lowest. If $v=sd$, which means $v=0$ when the overlap is negligible, the three levels meet on A as well, but there the meeting is an accident of the potential and not a consequence of symmetry.

\subsection{Third limit: minima that leave X}

If the minima move to $\pm k_0\hat{\mathbf e}_j$ inside the zone, the two signs are inequivalent and there are six valleys. Operations that keep $\mathbf k$ give the phase factor 1 in Eq.~(\ref{eq:shift}), so the representations no longer depend on the site. For a band state invariant under these operations, write the valley states as $\psi_{+j}$ and $\psi_{-j}$. The sums $\psi_{+j}+\psi_{-j}$ are permuted by $|R_{ij}|$, and the differences transform with $R_{ij}$. By Eq.~(\ref{eq:reps}) the six states form $A_1+E+T_2$ on both sublattices. The order of the levels can still differ. The bound levels change continuously as the minima leave X. While the minima lie below the energy at X by much less than the donor binding energy, the lowest three are still expected to be $A_1+E$ on A and $T_2$ on B; farther from X the order can change. What is lost is the difference in the full list of representations, not at once the difference in the ground state.

\section{A lattice donor and the limits of the result}

The symbols carried over are these. The lattice constant is $a$ and the primitive cell has volume $\Omega=a^3/4$. The three valley states $\psi_j$ have envelopes $F_j$, with common value $F(0)$ at the donor. The band state is $X_1$ about sublattice A, which is here taken to be carbon; B is silicon. A donor on A has an $A_1$ level and an $E$ level, given by the diagonal element $d$, the coupling $v$ and the overlap $s$ as $(d+2v)/(1+2s)$ and $(d-v)/(1-s)$. A donor on B has a $T_2$ level, whose valley couplings vanish by symmetry. An extra energy $U$ on an A donor gives $v=U\Omega F(0)^2$ in first order.

\subsection{A host that knows nothing of valleys}

The next case is a crystal with one $s$ orbital on each carbon site and one on each silicon site, diagonalized with the donor in place. Carbon orbitals are coupled by $t_n$ to 12 near carbon sites at displacements of type $(0,a/2,a/2)$, and by $t_f$ to 24 farther ones of type $(a,a/2,a/2)$. Each carbon orbital is coupled by $T$ to its four silicon neighbours. With $c_j=\cos(k_ja/2)$ and $C_j=\cos(k_ja)$, the carbon band alone is
\begin{equation}
\begin{aligned}
E_C={}&e_C+4t_n(c_xc_y+c_yc_z+c_zc_x)\\
&+8t_f(C_xc_yc_z+C_yc_zc_x+C_zc_xc_y).
\end{aligned}
\end{equation}
At $\mathbf k_z$ one has $c_x=c_y=1$, $c_z=-1$ and $C_j=1$, so the choice $e_C=4t_n+8t_f$ puts the band edge at zero.

A small step $q$ along $z$ changes $c_z$ to $-\cos(qa/2)$ and $C_z$ to $\cos(qa)$. The near term becomes $4t_n[1-2\cos(qa/2)]\simeq-4t_n+t_na^2q^2$. The far term becomes $8t_f[-2\cos(qa/2)+\cos(qa)]\simeq-8t_f-2t_fa^2q^2$. A step along $x$ leaves the near term at $-4t_n$, since the two terms in $c_x$ cancel, and turns the far term into $-8t_f\cos(qa)\simeq-8t_f+4t_fa^2q^2$.

The silicon orbital at X lies higher by $\Delta$. Its coupling to carbon is $T$ times the sum of the four bond phases. For the step along $z$ this sum is $4\cos(\pi/2+qa/4)\simeq-aq$, and second-order perturbation theory lowers the band by $T^2a^2q^2/\Delta$. For a step along $x$ the four phases cancel. With $m_0$ the free-electron mass and $m_l,m_t$ in units of it,
\begin{equation}
\frac{\hbar^2}{2m_0a^2m_l}=t_n-2t_f-\frac{T^2}{\Delta},\qquad
\frac{\hbar^2}{2m_0a^2m_t}=4t_f .
\label{eq:mass}
\end{equation}

The parameters are $a=0.436$ nm, $\Delta=3.0$ eV, $T=0.50$ eV, $t_n=0.7789$ eV and $t_f=0.2004$ eV. The right-hand sides are $0.7789-0.4008-0.0833=0.2948$ eV and $0.8016$ eV. Their ratio, 2.72, is that of the masses $m_l=0.68$ and $m_t=0.25$, which were also recovered from the curvature of the full two-orbital band.

Equation~(\ref{eq:mass}) shows how the three-valley case fails. The coupling to the silicon band reduces the longitudinal curvature, which vanishes when $T^2/\Delta$ reaches $t_n-2t_f$; beyond that the minimum leaves X. Here the ratio is $0.0833/0.3781=0.22$. A scan of the zone found the minimum at X. If $T$ is raised at fixed $t_n$ and $t_f$, the level order of the donor described below survives only a small displacement of the minima. In a sphere of radius $4.36$ nm, at ratio $1.05$ the minima lie $0.07(2\pi/a)$ from X and about $2$ meV below it, and $T_2$ is still the lowest level on silicon, by $30$ meV. At ratio $1.2$ they lie $0.135(2\pi/a)$ from X and $26$ meV below it, and an $A_1$ level has dropped $6$ meV below $T_2$.

Symmetry gives a donor on carbon an $A_1$ level and an $E$ level, and a donor on silicon an unsplit $T_2$ triplet, when the band minima lie at X and the band state is $X_1$ about carbon. A lattice model with its minimum at X is now in place; it remains to diagonalize it with the donor present, and to see what the central cell, spin, strain and temperature do to the levels.

Numbers in the example were calculated in double precision.
